# Self-energy embedding in GW from a split Luttinger-Ward functional: a program that tests the result

```python
"""Self-energy embedding from a split Luttinger-Ward functional.

Result under test:
  Phi[G] = Phi_GW[G; v] + Phi_S[G_A; v_A] - Phi_GW[G_A; v_A]
with bare integrals v_A gives a conserving, thermodynamically consistent theory.
G: propagator per spin, G_A: its active block, v: density-density interaction,
P = 2 G G: polarization, W = v + v P W, S: self-energy, Omega: grand potential.
Phi_S in the self-consistent runs is the full second-order skeleton functional;
the exact functional is examined with an exactly diagonalized impurity.
Energies are in units of the hopping t, with k_B = hbar = 1.
"""
from functools import lru_cache
import numpy as np
from scipy.special import spherical_jn

N_TAU, N_FREQ, N_ACT = 48, 400, 2
BETA, MU = 4.0, 1.8
SITES = 4
U_ACTIVE, U_ENV, V_NEAR = 2.0, 1.5, 0.6
h_chain = -(np.eye(SITES, k=1) + np.eye(SITES, k=-1))
distance = np.abs(np.subtract.outer(np.arange(SITES), np.arange(SITES)))
v_chain = np.where(distance > 0, V_NEAR / np.maximum(distance, 1), 0.0)
v_chain += np.diag([U_ACTIVE, U_ACTIVE, U_ENV, U_ENV])


# ---------- imaginary-time and Matsubara tools ----------
@lru_cache(maxsize=None)
def make_grid(beta):
    x, w = np.polynomial.legendre.leggauss(N_TAU)
    tau = beta * (x + 1) / 2
    order = np.arange(N_TAU)
    coef = (w[:, None] * np.polynomial.legendre.legvander(x, N_TAU - 1)
            * (2 * order + 1) / 2)
    phase = np.array([1, 1j, -1, -1j])[order % 4]

    def to_freq(freq):
        a = freq * beta / 2
        bessel = np.array([spherical_jn(int(l), a) for l in order])
        return (coef @ (beta * np.exp(1j * a) * phase[:, None] * bessel)).T

    n = np.arange(N_FREQ)
    wf, wb = (2 * n + 1) * np.pi / beta, 2 * n * np.pi / beta
    weight_b = np.where(n == 0, 1.0, 2.0) / beta
    return dict(beta=beta, tau=tau, w=w * beta / 2, wf=wf, weight_b=weight_b,
                Tf=to_freq(wf), Tb=to_freq(wb).real,
                back_f=2 / beta * np.exp(-1j * np.outer(tau, wf)),
                back_b=np.cos(np.outer(tau, wb)) * weight_b)


def ring_part(g, v, grid):
    """Screened W - v in time, ring functional, and static W."""
    pol = -2 * g * g[::-1]
    pol_f = np.tensordot(grid["Tb"], pol, 1)
    eps = np.eye(len(v)) - v @ pol_f
    w_full = np.linalg.solve(eps, np.broadcast_to(v, eps.shape))
    rest = w_full - v - v @ pol_f @ v
    wc = v @ pol @ v + np.tensordot(grid["back_b"], rest, 1)
    logdet = np.linalg.slogdet(eps)[1]
    trace = np.trace(v @ pol_f, axis1=1, axis2=2)
    phi = 0.5 * np.sum(grid["weight_b"] * (logdet + trace))
    return wc, phi, w_full[0]


def second_order(g, v):
    """Direct and exchange second-order self-energy with bare v."""
    gr = g[::-1]
    direct = -g * (v @ (-2 * g * gr) @ v)
    exchange = -np.einsum("ik,lj,til,tlk,tkj->tij", v, v, g, gr, g,
                          optimize=True)
    return direct + exchange


def trace_sg(s, g, grid):
    """Tr(S G) including both spins, for the time-dependent part of S."""
    return -2 * np.einsum("t,tij,tji->", grid["w"], s, g[::-1])


def solve(h, mu, beta, scheme):
    grid = make_grid(beta)
    one = np.eye(len(h))
    a = slice(0, N_ACT)
    v, va = v_chain, v_chain[a, a]
    rho = 0.45 * one
    s = np.zeros((N_FREQ, len(h), len(h)), complex)
    z = (1j * grid["wf"] + mu)[:, None, None] * one
    for iteration in range(600):
        s_hf = np.diag(v @ (2 * np.diag(rho))) - v * rho
        e, orb = np.linalg.eigh(h + s_hf)
        e = e - mu
        g_ref = np.linalg.inv(z - h - s_hf)
        g_f = np.linalg.inv(z - h - s_hf - s)
        dg = g_f - g_ref
        amp = -np.exp(-np.outer(grid["tau"], e) - np.logaddexp(0, -beta * e))
        g = np.einsum("ik,tk,jk->tij", orb, amp, orb)
        g = g + np.tensordot(grid["back_f"], dg, 1).real
        occ = np.exp(-np.logaddexp(0, beta * e))
        rho_new = (orb * occ) @ orb.T + 2 / beta * dg.real.sum(axis=0)
        wc, phi, w_static = ring_part(g, v, grid)
        s_tau = -g * wc
        wa_static = None
        if scheme != "gw":
            ga = g[:, a, a]
            s2 = second_order(ga, va)
            wca, phi_a, wa_static = ring_part(ga, va, grid)
            removed = wca if scheme == "seet" else wc[:, a, a]
            s_tau[:, a, a] += ga * removed + s2
            phi = phi - phi_a + trace_sg(s2, ga, grid) / 4
        s_new = np.tensordot(grid["Tf"], s_tau, 1)
        error = max(np.abs(rho_new - rho).max(), np.abs(s_new - s).max())
        if error < 1e-11:
            break
        rho = rho + 0.6 * (rho_new - rho)
        s = s + 0.6 * (s_new - s)
    assert error < 1e-11, "self-consistency not reached"
    hf = 2 * np.trace(s_hf @ rho)
    logdet = np.linalg.slogdet(np.eye(len(h)) - g_ref @ s)[1]
    sg = np.einsum("nij,nji->n", s, g_f).real
    omega = (hf / 2 + phi - hf - 2 / beta * np.logaddexp(0, -beta * e).sum()
             - 4 / beta * np.sum(logdet + sg))
    energy = 2 * np.trace(h @ rho) + (hf + trace_sg(s_tau, g, grid)) / 2
    return dict(omega=omega, n=2 * np.diag(rho), N=2 * np.trace(rho),
                E=energy, W=w_static, WA=wa_static, phi_c=phi,
                iterations=iteration + 1)


# ---------- exact diagonalization ----------
def diagonalize(h, v, mu):
    modes = 2 * len(h)
    lower, sign, unit = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    ops = []
    for m in range(modes):
        op = np.eye(1)
        for q in range(modes):
            op = np.kron(op, sign if q < m else lower if q == m else unit)
        ops.append(op)
    number = [c.T @ c for c in ops]
    site_n = [number[2 * i] + number[2 * i + 1] for i in range(len(h))]
    ham = np.zeros_like(ops[0])
    for i in range(len(h)):
        ham += v[i, i] * number[2 * i] @ number[2 * i + 1]
        for j in range(len(h)):
            if h[i, j] != 0:
                for spin in range(2):
                    ham += h[i, j] * ops[2 * i + spin].T @ ops[2 * j + spin]
            if j > i and v[i, j] != 0:
                ham += v[i, j] * site_n[i] @ site_n[j]
    energies, states = np.linalg.eigh(ham - mu * sum(site_n))
    return energies, states, ops, site_n


def exact_chain():
    e, states, _, site_n = diagonalize(h_chain, v_chain, MU)
    p = np.exp(-BETA * (e - e[0]))
    omega = e[0] - np.log(p.sum()) / BETA
    p /= p.sum()
    n = np.array([np.sum(p * np.sum(states * (q @ states), axis=0))
                  for q in site_n])
    return dict(omega=omega, n=n, N=n.sum(), E=p @ e + MU * n.sum())


def impurity(params, u):
    """Exact functional of one interacting orbital coupled to two bath levels."""
    level, e1, e2, c1, c2 = params
    grid, mu = make_grid(BETA), 0.7
    h = np.array([[level, c1, c2], [c1, e1, 0.0], [c2, 0.0, e2]])
    e, states, ops, _ = diagonalize(h, np.diag([u, 0.0, 0.0]), mu)
    e0 = e[0]
    e = e - e0
    boltz = np.exp(-BETA * e)
    part = boltz.sum()
    c2ab = (states.T @ ops[0] @ states) ** 2
    ia, ib = np.nonzero(c2ab > 1e-20)
    strength = c2ab[ia, ib] / part
    iw = 1j * grid["wf"]
    g = (strength * (boltz[ia] + boltz[ib])
         / (iw[:, None] + e[ia] - e[ib])).sum(axis=1)
    tau = grid["tau"][:, None]
    g_tau = -(strength * np.exp(-(BETA - tau) * e[ia] - tau * e[ib])).sum(axis=1)
    n = np.sum(strength * boltz[ib])
    bare_inv = iw + mu - level - c1**2 / (iw + mu - e1) - c2**2 / (iw + mu - e2)
    s_c = bare_inv - 1 / g - u * n
    g_ref = 1 / (bare_inv - u * n)
    h_ref = h.copy()
    h_ref[0, 0] += u * n
    e_ref = np.linalg.eigvalsh(h_ref) - mu
    omega_ref = -2 / BETA * np.logaddexp(0, -BETA * e_ref).sum()
    omega = e0 - np.log(part) / BETA
    phi = (omega - omega_ref + 2 * u * n**2 + 4 / BETA
           * np.sum((s_c * g).real + np.log(np.abs(1 - s_c * g_ref))))
    gt = g_tau[:, None, None]
    phi2 = trace_sg(second_order(gt, np.array([[u]])), gt, grid) / 4
    return dict(phi=phi, corr=phi - u * n**2, phi2=phi2, n=n, g=g, s_c=s_c)


# ---------- arbitrary propagators on a time grid ----------
N_T, N_S = 3, 3


def grid_phi(g, scale, basis):
    """Split functional; scale multiplies every bare vertex at each time."""
    def ring(x, v):
        vp = v @ (2 * x * x.T)
        return 0.5 * (np.log(np.linalg.det(np.eye(len(x)) - vp) + 0j)
                      + np.trace(vp))
    v = np.kron(v_chain[:N_S, :N_S], np.diag(scale))
    va = np.kron((basis**2).T @ v_chain[:N_S, :N_S] @ basis**2, np.diag(scale))
    b = np.kron(basis, np.eye(N_T))
    ga = b.T @ g @ b
    d = np.diag(g)
    first = 2 * d @ v @ d - np.sum(v * g * g.T)
    vpa = va @ (2 * ga * ga.T)
    second = -0.25 * np.trace(vpa @ vpa) + 0.5 * np.einsum(
        "xa,by,xb,ba,ay,yx->", va, va, ga, ga, ga, ga, optimize=True)
    return first + ring(g, v) - ring(ga, va) + second


def grid_sigma_numeric(g, basis):
    s = np.zeros_like(g)
    step = 1e-20
    for i in range(len(g)):
        for j in range(len(g)):
            shifted = g.astype(complex)
            shifted[i, j] += 1j * step
            s[j, i] = 0.5 * grid_phi(shifted, np.ones(N_T), basis).imag / step
    return s


def grid_sigma_formula(g, basis):
    def wc(x, v):
        pol = 2 * x * x.T
        return np.linalg.solve(np.eye(len(x)) - v @ pol, v) - v
    v = np.kron(v_chain[:N_S, :N_S], np.eye(N_T))
    va = np.kron((basis**2).T @ v_chain[:N_S, :N_S] @ basis**2, np.eye(N_T))
    b = np.kron(basis, np.eye(N_T))
    ga = b.T @ g @ b
    s2 = -ga * (va @ (2 * ga * ga.T) @ va) + np.einsum(
        "xa,by,xb,ba,ay->xy", va, va, ga, ga, ga, optimize=True)
    return (np.diag(2 * v @ np.diag(g)) - v * g - g * wc(g, v)
            + b @ (ga * wc(ga, va) + s2) @ b.T)


rng = np.random.default_rng(7)
g_any = 0.2 * rng.normal(size=(N_S * N_T, N_S * N_T))
site_basis = np.eye(N_S)[:, :2]
hybrid_basis = np.array([[1.0], [1.0], [0.0]]) / np.sqrt(2)
local_loss, total_loss, sigma_dev, energy_dev = [], [], [], []
for basis in (site_basis, hybrid_basis):
    s_num = grid_sigma_numeric(g_any, basis)
    sigma_dev.append(np.abs(s_num - grid_sigma_formula(g_any, basis)).max())
    loss = np.diag(s_num @ g_any - g_any @ s_num).reshape(N_S, N_T)
    local_loss.append(np.abs(loss).max())
    total_loss.append(np.abs(loss.sum(axis=0)).max())
    both = np.diag(s_num @ g_any + g_any @ s_num).reshape(N_S, N_T)
    for t in range(N_T):
        scale = np.ones(N_T, complex)
        scale[t] += 1e-20j
        vertex_energy = grid_phi(g_any, scale, basis).imag / 1e-20
        energy_dev.append(abs(vertex_energy - 0.5 * both[:, t].sum()))
assert max(sigma_dev) < 1e-11
assert local_loss[0] < 1e-11 and max(total_loss) < 1e-11
assert local_loss[1] > 1e-6
assert max(energy_dev) < 1e-11

# exact active functional: its change must equal Tr(S dG) along a bath path
p0 = np.array([0.1, -0.8, 1.3, 0.7, 0.5])
direction = np.array([0.3, 0.5, -0.4, 0.6, -0.2])
ds = 1e-3
imp = impurity(p0, U_ACTIVE)
plus = impurity(p0 + ds * direction, U_ACTIVE)
minus = impurity(p0 - ds * direction, U_ACTIVE)
slope_phi = (plus["phi"] - minus["phi"]) / (2 * ds)
slope_sg = (2 * U_ACTIVE * imp["n"] * (plus["n"] - minus["n"])
            + 4 / BETA * np.sum((imp["s_c"] * (plus["g"] - minus["g"])).real)
            ) / (2 * ds)
assert abs(slope_phi - slope_sg) < 1e-5
weak = impurity(p0, 0.1)
weak_ratio = weak["phi2"] / weak["corr"]
strong_ratio = imp["phi2"] / imp["corr"]
assert abs(weak_ratio - 1) < 0.1

# self-consistent chain
seet = solve(h_chain, MU, BETA, "seet")
gw = solve(h_chain, MU, BETA, "gw")
exact = exact_chain()


def slope(function, step):
    f = [function(k * step) for k in (-2, -1, 1, 2)]
    return (f[0] - 8 * f[1] + 8 * f[2] - f[3]) / (12 * step)


n_thermo = -slope(lambda d: solve(h_chain, MU + d, BETA, "seet")["omega"], 0.04)
k_thermo = slope(lambda d: (BETA + d)
                 * solve(h_chain, MU, BETA + d, "seet")["omega"], 0.04)
e_thermo = k_thermo + MU * seet["N"]
assert abs(n_thermo - seet["N"]) < 1e-5
assert abs(e_thermo - seet["E"]) < 1e-5


def cross_response(scheme, observed, shifted, step=0.005):
    values = []
    for sgn in (1, -1):
        h = h_chain.copy()
        h[shifted, shifted] += sgn * step
        values.append(solve(h, MU, BETA, scheme)["n"][observed])
    return (values[0] - values[1]) / (2 * step)


resp = {s: (cross_response(s, 0, 2), cross_response(s, 2, 0))
        for s in ("seet", "projected")}
gap_seet = abs(resp["seet"][0] - resp["seet"][1])
gap_proj = abs(resp["projected"][0] - resp["projected"][1])
assert gap_seet < 2e-6
assert gap_proj > 2e-5

print("CHAIN: energies in t, occupations count both spins")
print(f"sites {SITES}, active sites 0 and 1, hopping {-h_chain[0, 1]:.1f} t")
print(f"beta = {BETA:.1f} /t, temperature = {1 / BETA:.2f} t, mu = {MU:.1f} t")
for i in range(SITES):
    print(f"bare v row {i} [t]:", " ".join(f"{x:.2f}" for x in v_chain[i]))
print(f"SEET iterations: {seet['iterations']}")
for name, r in (("GW", gw), ("SEET", seet), ("full diagonalization", exact)):
    print(f"{name}: Omega = {r['omega']:.6f} t, E = {r['E']:.6f} t, "
          f"N = {r['N']:.6f}")
    print("  site occupations:", " ".join(f"{x:.5f}" for x in r["n"]))
for name, r in (("GW", gw), ("SEET", seet)):
    print(f"{name} minus full diag.: Omega {r['omega'] - exact['omega']:+.6f} t, "
          f"E {r['E'] - exact['E']:+.6f} t, N {r['N'] - exact['N']:+.6f}")
print(f"correlation Phi: GW {gw['phi_c']:.6f} t, SEET {seet['phi_c']:.6f} t")
print(f"site 0 static interaction [t]: bare {v_chain[0, 0]:.4f}, "
      f"W_A {seet['WA'][0, 0]:.4f}, full W {seet['W'][0, 0]:.4f}")
print(f"SEET N from -dOmega/dmu = {n_thermo:.7f}, from G = {seet['N']:.7f}")
print(f"SEET E from d(beta Omega)/dbeta + mu N = {e_thermo:.7f} t")
print(f"SEET E from G and self-energy = {seet['E']:.7f} t")
print("CROSS RESPONSES dn0/de2 and dn2/de0 [1/t]")
for name, label in (("seet", "active W_A subtracted"),
                    ("projected", "full W block subtracted")):
    print(f"{label}: {resp[name][0]:.7f}, {resp[name][1]:.7f}")
print(f"mismatch [1/t]: {gap_seet:.1e} and {gap_proj:.1e}")
print("EXACT IMPURITY FUNCTIONAL (one orbital, two bath levels, mu = 0.7 t)")
print("level, bath energies, couplings [t]:", " ".join(f"{x:.1f}" for x in p0))
print(f"U = {U_ACTIVE:.1f} t: occupation per spin {imp['n']:.5f}")
print(f"dPhi/ds = {slope_phi:.7f} t, Tr(S dG/ds) = {slope_sg:.7f} t")
print(f"correlation Phi: exact {imp['corr']:.6f} t, "
      f"second order at same G {imp['phi2']:.6f} t")
print(f"second order / exact: {strong_ratio:.4f} at U = {U_ACTIVE:.1f} t, "
      f"{weak_ratio:.4f} at U = 0.1 t")
print("ARBITRARY PROPAGATOR ON A TIME GRID (3 sites, 3 times, dimensionless)")
print(f"largest self-energy deviation, derivative vs formula: {max(sigma_dev):.1e}")
print(f"largest local charge violation, whole-site active space: {local_loss[0]:.1e}")
print(f"largest local charge violation, hybrid active orbital: {local_loss[1]:.1e}")
print(f"largest total-number violation, both cases: {max(total_loss):.1e}")
print(f"largest vertex-energy deviation, both cases: {max(energy_dev):.1e}")
print("verified")
```

Output:

```
CHAIN: energies in t, occupations count both spins
sites 4, active sites 0 and 1, hopping 1.0 t
beta = 4.0 /t, temperature = 0.25 t, mu = 1.8 t
bare v row 0 [t]: 2.00 0.60 0.30 0.20
bare v row 1 [t]: 0.60 2.00 0.60 0.30
bare v row 2 [t]: 0.30 0.60 1.50 0.60
bare v row 3 [t]: 0.20 0.30 0.60 1.50
SEET iterations: 43
GW: Omega = -8.146743 t, E = -1.022758 t, N = 3.837067
  site occupations: 0.99671 0.87335 0.89533 1.07168
SEET: Omega = -8.114949 t, E = -0.989196 t, N = 3.838834
  site occupations: 0.99911 0.87273 0.89529 1.07170
full diagonalization: Omega = -8.133822 t, E = -0.943296 t, N = 3.874410
  site occupations: 1.00910 0.88440 0.90074 1.08017
GW minus full diag.: Omega -0.012921 t, E -0.079461 t, N -0.037343
SEET minus full diag.: Omega +0.018873 t, E -0.045900 t, N -0.035576
correlation Phi: GW -0.162512 t, SEET -0.131000 t
site 0 static interaction [t]: bare 2.0000, W_A 1.0857, full W 1.0849
SEET N from -dOmega/dmu = 3.8388330, from G = 3.8388345
SEET E from d(beta Omega)/dbeta + mu N = -0.9891961 t
SEET E from G and self-energy = -0.9891961 t
CROSS RESPONSES dn0/de2 and dn2/de0 [1/t]
active W_A subtracted: -0.0150947, -0.0150947
full W block subtracted: -0.0146632, -0.0149067
mismatch [1/t]: 1.0e-08 and 2.4e-04
EXACT IMPURITY FUNCTIONAL (one orbital, two bath levels, mu = 0.7 t)
level, bath energies, couplings [t]: 0.1 -0.8 1.3 0.7 0.5
U = 2.0 t: occupation per spin 0.42664
dPhi/ds = -0.2209287 t, Tr(S dG/ds) = -0.2209287 t
correlation Phi: exact -0.100982 t, second order at same G -0.088250 t
second order / exact: 0.8739 at U = 2.0 t, 1.0136 at U = 0.1 t
ARBITRARY PROPAGATOR ON A TIME GRID (3 sites, 3 times, dimensionless)
largest self-energy deviation, derivative vs formula: 5.6e-16
largest local charge violation, whole-site active space: 4.9e-17
largest local charge violation, hybrid active orbital: 1.1e-02
largest total-number violation, both cases: 6.2e-17
largest vertex-energy deviation, both cases: 2.2e-16
verified
```
